# Takahashi-Imada and Suzuki-Chin factorisations: fourth-order partition functions and their estimators: test program

```python
"""
Fourth-order path-integral factorisations with squared-force corrections.

Result under test: a ring of P beads with bead action
    eps * sum_j w_j * [ V(x_j) + d_j * eps^2 * (hbar^2/m) * V'(x_j)^2 ],  eps = beta/P,
gives ln Z with an error of order P^-4 for
    Takahashi-Imada (TI): w = 1, d = 1/24 on every bead,
    Suzuki-Chin (SC):     w = 2/3, d = alpha/6      on even ("end") beads,
                          w = 4/3, d = (1-alpha)/12 on odd ("middle") beads,
and averages keep that order only with suitably modified estimators.
Reduced units hbar = m = 1 (and omega = 1 for the oscillator) are used,
except in the worked example, whose energies are in cm^-1.
x = beta*hbar*omega and u = x/P for the oscillator.
"""
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp
from scipy import constants as const

PRIMITIVE = ((1.0, 0.0), (1.0, 0.0))
TI = ((1.0, 1 / 24), (1.0, 1 / 24))


def SC(alpha):
    return ((2 / 3, alpha / 6), (4 / 3, (1 - alpha) / 12))


def order(error_P, error_2P):
    return np.log2(abs(error_P / error_2P))


# ---- double commutator acting on an arbitrary function ----
q, hb, mass = sp.symbols("q hbar m", positive=True)
Vs, fs = sp.Function("V")(q), sp.Function("f")(q)


def kinetic(g):
    return -hb**2 / (2 * mass) * sp.diff(g, q, 2)


def comm_TV(g):
    return kinetic(Vs * g) - Vs * kinetic(g)


double = Vs * comm_TV(fs) - comm_TV(Vs * fs)
assert sp.simplify(sp.expand(double - hb**2 / mass * sp.diff(Vs, q)**2 * fs)) == 0

# ---- exact expansion in non-commuting words of T and V, to degree 4 ----


def times(A, B):
    out = {}
    for a, ca in A.items():
        for b, cb in B.items():
            if len(a + b) <= 4:
                out[a + b] = out.get(a + b, 0) + ca * cb
    return out


def combine(*terms):
    out = {}
    for coefficient, series in terms:
        for word, c in series.items():
            out[word] = out.get(word, 0) + coefficient * c
    return {word: c for word, c in out.items() if c != 0}


def commutator(A, B):
    return combine((1, times(A, B)), (-1, times(B, A)))


def exponential(letter, c):
    return {letter * n: c**n / factorial(n) for n in range(5)}


def logarithm(series):
    X = combine((1, series), (-1, {"": Fraction(1)}))
    power, out = {"": Fraction(1)}, {}
    for n in range(1, 5):
        power = times(power, X)
        out = combine((1, out), (Fraction((-1)**(n + 1), n), power))
    return out


Tw, Vw = {"T": Fraction(1)}, {"V": Fraction(1)}
TTV = commutator(Tw, commutator(Tw, Vw))
VTV = commutator(Vw, commutator(Tw, Vw))
strang = times(times(exponential("V", Fraction(-1, 2)), exponential("T", Fraction(-1))),
               exponential("V", Fraction(-1, 2)))
assert logarithm(strang) == combine((-1, Tw), (-1, Vw), (Fraction(-1, 24), VTV),
                                    (Fraction(-1, 12), TTV))
for a in (Fraction(1, 3), Fraction(1, 2), Fraction(1, 5)):
    b = 2 - 2 * a
    product = {"": Fraction(1)}
    for letter, c in (("V", -a), ("T", Fraction(-1)), ("V", -b),
                      ("T", Fraction(-1)), ("V", -a)):
        product = times(product, exponential(letter, c))
    c_TTV = b / 6 - 2 * a / 3
    c_VTV = b * b / 6 - a * a / 3 - a * b / 3
    assert logarithm(product) == combine((-2, Tw), (-2, Vw), (c_TTV, TTV), (c_VTV, VTV))
    if a == Fraction(1, 3):
        assert c_TTV == 0 and c_VTV == Fraction(1, 9)

# ---- oscillator: explicit bead matrix ----


def bead_parameters(P, scheme):
    parity = np.arange(P) % 2
    return np.array([s[0] for s in scheme])[parity], np.array([s[1] for s in scheme])[parity]


def bead_matrix(x, P, scheme):
    eps = x / P
    w, d = bead_parameters(P, scheme)
    unit = np.eye(P)
    return (2 * unit - np.roll(unit, 1, axis=0) - np.roll(unit, -1, axis=0)
            + np.diag(eps**2 * w * (1 + 2 * d * eps**2)))


def lnZ_beads(x, P, scheme):
    return -0.5 * np.linalg.slogdet(bead_matrix(x, P, scheme))[1]


def lnZ_exact(x):
    return -np.log(2 * np.sinh(x / 2))


def oscillator_averages(x, P, scheme):
    """Energies in hbar*omega, squares in hbar/(m*omega)."""
    eps = x / P
    w, d = bead_parameters(P, scheme)
    cov = eps * np.linalg.inv(bead_matrix(x, P, scheme))
    x2 = np.diag(cov)
    j = np.arange(P)
    k = (j + 1) % P
    spring = np.sum(x2[j] + x2[k] - 2 * cov[j, k]) / (2 * eps)
    bare = P / (2 * x) - spring / x + np.mean(w * x2 / 2)
    return {"E": bare + np.mean(3 * w * d * eps**2 * x2), "E_bare": bare,
            "x2": np.mean(w * x2 * (1 + 4 * d * eps**2)),
            "x2_even": x2[0], "x2_odd": x2[1]}


for x in (1.0, 8.0):
    for P in (2, 6, 16):
        u = x / P
        theta = np.arccosh(1 + u**2 / 2 + u**4 / 24)
        assert abs(lnZ_beads(x, P, TI) + np.log(2 * np.sinh(P * theta / 2))) < 1e-10
        for al in (0.0, 0.2, 0.5, 1.0):
            theta = np.arccosh(1 + 2 * u**2 + 2 * u**4 / 3 + 2 * (1 + al) * u**6 / 27
                               + 2 * al * (1 - al) * u**8 / 81)
            assert abs(lnZ_beads(x, P, SC(al)) + np.log(2 * np.sinh(P * theta / 4))) < 1e-10

# leading errors; the 3 percent tolerance covers the next power of u^2 = 1/64
x, P = 8.0, 64
u = x / P
prefactor = x / 2 / np.tanh(x / 2)
for scheme, c, power in ((PRIMITIVE, 1 / 24, 2), (TI, 1 / 720, 4), (SC(0.0), 1 / 270, 4),
                         (SC(0.5), (1 - 2.5) / 270, 4), (SC(0.2), 17 / 28350, 6)):
    error = lnZ_beads(x, P, scheme) - lnZ_exact(x)
    assert abs(error / (prefactor * c * u**power) - 1) < 0.03
E_ref = 0.5 / np.tanh(x / 2)
for scheme, c_E, c_bare in ((TI, 1 / 288, 1 / 8), (SC(0.0), 1 / 108, 1 / 6)):
    r = oscillator_averages(x, P, scheme)
    step = 1e-4
    slope = (lnZ_beads(x + step, P, scheme) - lnZ_beads(x - step, P, scheme)) / (2 * step)
    assert abs(r["E"] + slope) < 1e-6
    assert abs((r["E"] - E_ref) / (-c_E * u**4) - 1) < 0.03
    assert abs((r["E_bare"] / E_ref - 1) / (-c_bare * u**2) - 1) < 0.03

# ---- asymmetric quartic well: diagonalization as reference ----
grid = np.linspace(-6, 6, 121)
h = grid[1] - grid[0]
V = grid**2 / 2 + 0.1 * grid**3 + 0.1 * grid**4
dV = grid + 0.3 * grid**2 + 0.4 * grid**3
d2V = 1 + 0.6 * grid + 1.2 * grid**2
beta = 4.0
index = np.arange(len(grid))
gap = index[:, None] - index[None, :]
sign = 1 - 2 * (np.abs(gap) % 2)
T_matrix = np.where(gap == 0, np.pi**2 / 3,
                    2 / np.where(gap == 0, 1, gap)**2) * sign / (2 * h**2)
levels, states = np.linalg.eigh(T_matrix + np.diag(V))
boltzmann = np.exp(-beta * levels)
Z_ref = boltzmann.sum()
rho = (states * (boltzmann / Z_ref)) @ states.T
density = np.diag(rho)
reference = {"lnZ": np.log(Z_ref), "E": boltzmann @ levels / Z_ref,
             "V": density @ V, "x2": density @ grid**2}
reference["T"] = np.sum(rho * T_matrix)
V_matrix = np.diag(V)
TV = T_matrix @ V_matrix - V_matrix @ T_matrix
TTV_average = np.sum(rho * (T_matrix @ TV - TV @ T_matrix).T)
assert abs(TTV_average + density @ dV**2) < 1e-6

distance2 = (grid[:, None] - grid[None, :])**2


def free_kernel(eps):
    return h / np.sqrt(2 * np.pi * eps) * np.exp(-distance2 / (2 * eps))


def bead_weights(eps, scheme):
    return [np.exp(-eps * w * (V + d * eps**2 * dV**2)) for w, d in scheme]


def well_averages(beta, P, scheme):
    eps = beta / P
    K, weight = free_kernel(eps), bead_weights(eps, scheme)
    chain = np.diag(weight[1])
    for j in list(range(2, P)) + [0]:
        chain = (chain @ K) * weight[j % 2]
    joint = K * chain.T
    Z = joint.sum()
    joint = joint / Z
    p = (joint.sum(axis=1), joint.sum(axis=0))
    spring = P * np.sum(joint * distance2) / (2 * eps)

    def bead_mean(O, correction, factor):
        return sum(0.5 * w * (p[i] @ (O + factor * d * eps**2 * correction))
                   for i, (w, d) in enumerate(scheme))

    base = P / (2 * beta) - spring / beta
    return {"lnZ": np.log(Z), "E": base + bead_mean(V, dV**2, 3),
            "T": base + bead_mean(0 * V, dV**2, 1), "V": bead_mean(V, dV**2, 2),
            "x2": bead_mean(grid**2, 2 * grid * dV, 2),
            "x2_even": p[0] @ grid**2, "x2_odd": p[1] @ grid**2,
            "E_virial_even": p[0] @ (V + grid * dV / 2)}


def centroid_virial_energy(beta, P, scheme):
    eps = beta / P
    K, weight = free_kernel(eps), bead_weights(eps, scheme)

    def ring(insert):
        M = np.eye(len(grid))
        for j in range(P):
            M = (M * (weight[j % 2] * insert.get(j, 1.0))) @ K
        return np.trace(M)

    Z = ring({})
    energy = 1 / (2 * beta)
    for j in range(P):
        w, d = scheme[j % 2]
        g = w * (dV + 2 * d * eps**2 * dV * d2V)
        energy += ring({j: w * (V + 3 * d * eps**2 * dV**2)}) / (P * Z)
        energy += ring({j: grid * g}) / (2 * P * Z)
        for k in range(P):
            pair = {j: grid * g} if k == j else {j: g, k: grid}
            energy -= ring(pair) / (2 * P * P * Z)
    return energy


for scheme in (TI, SC(0.0), SC(0.5)):
    r = well_averages(beta, 4, scheme)
    step = 1e-4
    slope = (well_averages(beta + step, 4, scheme)["lnZ"]
             - well_averages(beta - step, 4, scheme)["lnZ"]) / (2 * step)
    assert abs(r["E"] + slope) < 1e-6
    assert abs(r["E"] - centroid_virial_energy(beta, 4, scheme)) < 1e-8

well = {(name, P): well_averages(beta, P, scheme)
        for name, scheme in (("prim", PRIMITIVE), ("TI", TI), ("SC", SC(0.0)))
        for P in (8, 16, 32, 64, 128)}


def well_order(name, key, ref_key):
    return order(well[name, 64][key] - reference[ref_key],
                 well[name, 128][key] - reference[ref_key])


assert abs(well_order("prim", "lnZ", "lnZ") - 2) < 0.2
for name in ("TI", "SC"):
    for key in ("lnZ", "E", "T", "V", "x2"):
        assert abs(well_order(name, key, key) - 4) < 0.2, (name, key)
assert abs(well_order("SC", "x2_even", "x2") - 4) < 0.2
assert abs(well_order("SC", "E_virial_even", "E") - 4) < 0.2
assert abs(well_order("TI", "E_virial_even", "E") - 2) < 0.2
force_term = density @ (2 * grid * dV)
for name, key, c in (("TI", "x2_even", 1 / 12), ("SC", "x2_odd", 1 / 6)):
    shift = well[name, 128][key] - reference["x2"]
    assert abs(shift / (-c * (beta / 128)**2 * force_term) - 1) < 0.03

# ---- worked example ----
wavenumber, temperature = 2000.0, 300.0
x = const.h * const.c * 100 * wavenumber / (const.k * temperature)
E_exact = 0.5 / np.tanh(x / 2)
to_kJ = const.h * const.c * 100 * const.N_A / 1000
print(f"Oscillator: {wavenumber:.0f} cm^-1, T = {temperature:.0f} K")
print(f"x = beta*hbar*omega = {x:.4f}")
print(f"exact ln Z = {lnZ_exact(x):.6f}")
print(f"exact energy = {E_exact * wavenumber:.3f} cm^-1 = {E_exact * wavenumber * to_kJ:.4f} kJ/mol")
schemes = (("primitive", PRIMITIVE), ("TI", TI), ("SC a=0", SC(0.0)), ("SC a=1/5", SC(0.2)))
print("Relative error of Z, Z_P/Z - 1, in percent")
print("   P   primitive          TI      SC a=0    SC a=1/5")
for P in (8, 16, 32, 64):
    errors = [100 * np.expm1(lnZ_beads(x, P, s) - lnZ_exact(x)) for _, s in schemes]
    print(f"{P:4d}" + "".join(f"{e:12.6f}" for e in errors))
print("Order of ln Z error from P = 32 to 64, and leading-formula error at 32")
for (name, s), c, power in zip(schemes, (1 / 24, 1 / 720, 1 / 270, 17 / 28350), (2, 4, 4, 6)):
    e32, e64 = (lnZ_beads(x, P, s) - lnZ_exact(x) for P in (32, 64))
    lead = x / 2 / np.tanh(x / 2) * c * (x / 32)**power
    print(f"  {name:9s} order {order(e32, e64):.3f}, actual {e32:.4e}, leading {lead:.4e}")
print("Smallest even P from which |Z_P/Z - 1| < 1 percent")
for name, s in schemes:
    bad = [P for P in range(2, 101, 2)
           if abs(np.expm1(lnZ_beads(x, P, s) - lnZ_exact(x))) >= 0.01]
    assert max(bad) < 100
    print(f"  {name:9s} {max(bad) + 2}")
print("Energy in cm^-1: modified estimator, and with force term omitted")
print("   P  TI modif.  TI omitted   SC modif.  SC omitted  (SC a=0)")
for P in (8, 16, 32, 64):
    t, s = oscillator_averages(x, P, TI), oscillator_averages(x, P, SC(0.0))
    values = [wavenumber * v for v in (t["E"], t["E_bare"], s["E"], s["E_bare"])]
    print(f"{P:4d}" + "".join(f"{v:12.3f}" for v in values))
t, s = oscillator_averages(x, 16, TI), oscillator_averages(x, 16, SC(0.0))
print("Mean square displacement at P = 16, in hbar/(m*omega)")
print(f"  exact {E_exact:.6f}")
print(f"  TI plain {t['x2_even']:.6f}, TI modified {t['x2']:.6f}")
print(f"  SC a=0 end {s['x2_even']:.6f}, middle {s['x2_odd']:.6f}, modified {s['x2']:.6f}")
print("Well V = x^2/2 + 0.1 x^3 + 0.1 x^4, reduced units, beta = 4")
print(f"  exact ln Z {reference['lnZ']:.6f}, energy {reference['E']:.6f}")
print(f"  exact T {reference['T']:.6f}, V {reference['V']:.6f}, x^2 {reference['x2']:.6f}")
print("   P  error of ln Z: primitive, TI, SC a=0")
for P in (8, 16, 32, 64):
    print(f"{P:4d}" + "".join(f"{well[n, P]['lnZ'] - reference['lnZ']:14.4e}"
                              for n in ("prim", "TI", "SC")))
print("Orders in the well from P = 64 to 128")
for name in ("TI", "SC"):
    print(f"  {name}: " + ", ".join(f"{k} {well_order(name, k, k):.3f}"
                                    for k in ("lnZ", "E", "T", "V", "x2")))
print(f"  x2 plain: TI {well_order('TI', 'x2_even', 'x2'):.3f}, "
      f"SC end {well_order('SC', 'x2_even', 'x2'):.3f}, "
      f"SC middle {well_order('SC', 'x2_odd', 'x2'):.3f}")
print(f"  V + x V'/2: TI {well_order('TI', 'E_virial_even', 'E'):.3f}, "
      f"SC end {well_order('SC', 'E_virial_even', 'E'):.3f}")
print("no test failed")
```

Output:

```
Oscillator: 2000 cm^-1, T = 300 K
x = beta*hbar*omega = 9.5918
exact ln Z = -4.795855
exact energy = 1000.137 cm^-1 = 11.9643 kJ/mol
Relative error of Z, Z_P/Z - 1, in percent
   P   primitive          TI      SC a=0    SC a=1/5
   8   28.256788    1.131702    2.729511    0.443488
  16    7.151072    0.081663    0.211331    0.011073
  32    1.793652    0.005307    0.014040    0.000199
  64    0.448789    0.000335    0.000892    0.000003
Order of ln Z error from P = 32 to 64, and leading-formula error at 32
  primitive order 1.989, actual 1.7778e-02, leading 1.7957e-02
  TI        order 3.986, actual 5.3067e-05, leading 5.3778e-05
  SC a=0    order 3.977, actual 1.4039e-04, leading 1.4341e-04
  SC a=1/5  order 5.948, actual 1.9871e-06, leading 2.0861e-06
Smallest even P from which |Z_P/Z - 1| < 1 percent
  primitive 44
  TI        10
  SC a=0    12
  SC a=1/5  8
Energy in cm^-1: modified estimator, and with force term omitted
   P  TI modif.  TI omitted   SC modif.  SC omitted  (SC a=0)
   8     989.299     845.888     975.231     817.267
  16     999.303     956.948     998.008     944.624
  32    1000.082     989.015     999.991     985.453
  64    1000.133     997.335    1000.127     996.411
Mean square displacement at P = 16, in hbar/(m*omega)
  exact 0.500068
  TI plain 0.471415, TI modified 0.499652
  SC a=0 end 0.499004, middle 0.445620, modified 0.499004
Well V = x^2/2 + 0.1 x^3 + 0.1 x^4, reduced units, beta = 4
  exact ln Z -2.205565, energy 0.563657
  exact T 0.305818, V 0.257839, x^2 0.431544
   P  error of ln Z: primitive, TI, SC a=0
   8    3.7231e-02    1.2820e-03    3.0936e-03
  16    9.7410e-03    8.9346e-05    2.3179e-04
  32    2.4657e-03    5.7504e-06    1.5227e-05
  64    6.1840e-04    3.6210e-07    9.6391e-07
Orders in the well from P = 64 to 128
  TI: lnZ 3.997, E 3.996, T 3.996, V 3.996, x2 3.997
  SC: lnZ 3.995, E 3.994, T 3.993, V 3.994, x2 3.995
  x2 plain: TI 1.999, SC end 3.958, SC middle 1.998
  V + x V'/2: TI 1.998, SC end 3.995
no test failed
```
